# Superexchange in a Metal-Ligand-Metal Cluster: Fourth Order and Mean Field: a numerical check

```python
"""Superexchange in a metal-ligand-metal cluster holding two holes.

Result under test, for the convention J = E(triplet) - E(singlet):
    J = 4 t^4/Delta^2 * [1/U + 2/(2 Delta + Upp)]   for small t,
and for unrestricted mean field (ferro minus antiferro determinant):
    E_FM - E_AF = 2 t^4/Delta^2 * [1/U + 1/Delta - Upp/(2 Delta^2)].
Delta: cost of moving a hole from metal to ligand; U, Upp: repulsion of
two holes on a metal or on the ligand; t: metal-ligand hopping.
Sites are ordered metal 1, ligand, metal 2. Energies are in eV.
A parameter set is the tuple (Delta, U, Upp).
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize

# Fermion operators in the full 64-dimensional Fock space
LOWER = np.array([[0.0, 1.0], [0.0, 0.0]])
PARITY = np.diag([1.0, -1.0])


def annihilator(mode):
    out = np.eye(1)
    for m in range(6):
        factor = PARITY if m < mode else (LOWER if m == mode else np.eye(2))
        out = np.kron(out, factor)
    return out


c = [[annihilator(2 * site + spin) for spin in range(2)] for site in range(3)]
occ = [[c[i][s].T @ c[i][s] for s in range(2)] for i in range(3)]
number = [occ[i][0] + occ[i][1] for i in range(3)]
double = [occ[i][0] @ occ[i][1] for i in range(3)]
hop = sum(c[1][s].T @ (c[0][s] + c[2][s]) for s in range(2))
hop = hop + hop.T
s_plus = sum(c[i][0].T @ c[i][1] for i in range(3))
s_z = 0.5 * sum(occ[i][0] - occ[i][1] for i in range(3))
spin_squared = s_plus.T @ s_plus + s_z @ s_z + s_z
total = np.diag(sum(number))
TWO = np.where(np.isclose(total, 2))[0]
FOUR = np.where(np.isclose(total, 4))[0]


def cut(operator, states):
    return operator[np.ix_(states, states)]


def hole_hamiltonian(t, par):
    delta, u, upp = par
    return (delta * number[1] + u * (double[0] + double[2])
            + upp * double[1] + t * hop)


def levels(t, par, blocked=()):
    """Two-hole levels; double occupancy of blocked sites is forbidden."""
    keep = [k for k in TWO if all(double[i][k, k] < 0.5 for i in blocked)]
    return np.linalg.eigvalsh(cut(hole_hamiltonian(t, par), keep))


def exact_j(t, par, blocked=()):
    e = levels(t, par, blocked)
    return np.mean(e[1:4]) - e[0]


def determinant(up, down):
    """Two-hole state with one up and one down hole in given orbitals."""
    vacuum = np.zeros(64)
    vacuum[0] = 1.0
    make_up = sum(up[i] * c[i][0].T for i in range(3))
    make_down = sum(down[i] * c[i][1].T for i in range(3))
    return (make_up @ make_down @ vacuum)[TWO]


def one_body(t, par):
    return np.array([[0.0, t, 0.0], [t, par[0], t], [0.0, t, 0.0]])


def mean_field_energy(up, down, t, par):
    h = one_body(t, par)
    repulsion = np.array([par[1], par[2], par[1]])
    return up @ h @ up + down @ h @ down + repulsion @ (up**2 * down**2)


def antiferro(t, par):
    """Self-consistent up and down orbitals from a localized start."""
    h = one_body(t, par)
    repulsion = np.array([par[1], par[2], par[1]])
    n_up, n_down = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])
    for _ in range(5000):
        up = np.linalg.eigh(h + np.diag(repulsion * n_down))[1][:, 0]
        down = np.linalg.eigh(h + np.diag(repulsion * n_up))[1][:, 0]
        change = max(abs(up**2 - n_up).max(), abs(down**2 - n_down).max())
        n_up, n_down = 0.5 * (n_up + up**2), 0.5 * (n_down + down**2)
        if change < 1e-13:
            break
    assert change < 1e-13
    up, down = up * np.sign(up[0]), down * np.sign(down[2])
    return mean_field_energy(up, down, t, par), up, down


def ferro(t, par):
    return np.linalg.eigvalsh(one_body(t, par))[:2].sum()


def mean_field_gap(t, par):
    return ferro(t, par) - antiferro(t, par)[0]


def quartic_coefficient(function):
    """Limit of function(t)/t^4, with the t^2 correction extrapolated away."""
    return (4 * function(0.03) / 0.03**4 - function(0.06) / 0.06**4) / 3


# Derived formulas, returned as energies
def metal_term(t, par):
    return 4 * t**4 / (par[0]**2 * par[1])


def ligand_term(t, par):
    return 8 * t**4 / (par[0]**2 * (2 * par[0] + par[2]))


def mean_field_formula(t, par):
    delta, u, upp = par
    return 2 * t**4 / delta**2 * (1 / u + 1 / delta - upp / (2 * delta**2))


def ligand_pair(t, par):
    """Ligand double occupancy in the exact lowest state (the singlet)."""
    state = np.linalg.eigh(cut(hole_hamiltonian(t, par), TWO))[1][:, 0]
    return state @ cut(double[1], TWO) @ state


def ligand_pair_mean_field(t, par):
    _, up, down = antiferro(t, par)
    return up[1]**2 * down[1]**2


def perturbation(state, t, par):
    """Second- and fourth-order energies and the vector V R V |state>."""
    h0 = np.diag(cut(hole_hamiltonian(0.0, par), TWO))
    v = t * cut(hop, TWO)
    resolvent = np.zeros(len(h0))
    excited = h0 > 1e-9
    resolvent[excited] = -1 / h0[excited]
    first = resolvent * (v @ state)
    second = v @ first
    e2 = state @ second
    e4 = second @ (resolvent * second) - e2 * (first @ first)
    return e2, e4, second


# Tests of the small-t laws on several parameter sets
for par in [(4.0, 8.0, 5.0), (3.0, 6.0, 0.0), (5.0, 4.0, 9.0), (4.0, 7.0, 20.0)]:
    delta, u, upp = par
    found = quartic_coefficient(lambda t: exact_j(t, par))
    assert np.isclose(found, metal_term(1, par) + ligand_term(1, par), rtol=1e-3)
    found = quartic_coefficient(lambda t: exact_j(t, par, blocked=(1,)))
    assert np.isclose(found, metal_term(1, par), rtol=1e-3)
    found = quartic_coefficient(lambda t: exact_j(t, par, blocked=(0, 2)))
    assert np.isclose(found, ligand_term(1, par), rtol=1e-3)
    assert abs(exact_j(0.5, par, blocked=(0, 1, 2))) < 1e-12
    found = quartic_coefficient(lambda t: mean_field_gap(t, par))
    assert np.isclose(found, mean_field_formula(1, par), rtol=2e-3)
    shortfall = quartic_coefficient(
        lambda t: exact_j(t, par) / 2 - mean_field_gap(t, par))
    assert np.isclose(shortfall, upp**2 / (delta**4 * (2 * delta + upp)),
                      rtol=2e-3, atol=1e-5)
    found = quartic_coefficient(lambda t: ligand_pair(t, par))
    assert np.isclose(found, 8 / (delta * (2 * delta + upp))**2, rtol=2e-3)
    found = quartic_coefficient(lambda t: ligand_pair_mean_field(t, par))
    assert np.isclose(found, 1 / delta**4, rtol=2e-3)
    # four electrons instead of two holes: same levels up to a constant
    e_ligand = u - upp - delta
    electrons = (e_ligand * number[1] + u * (double[0] + double[2])
                 + upp * double[1] + 0.5 * hop)
    e_el = np.linalg.eigvalsh(cut(electrons, FOUR))
    e_ho = levels(0.5, par)
    assert np.allclose(e_el - e_el[0], e_ho - e_ho[0], atol=1e-11)

# Worked example
PAR = (4.0, 8.0, 5.0)
DELTA, U, UPP = PAR
T = 0.5
site = np.eye(3)
singlet = (determinant(site[0], site[2]) + determinant(site[2], site[0])) / 2**0.5
triplet = (determinant(site[0], site[2]) - determinant(site[2], site[0])) / 2**0.5
e2_s, e4_s, reach_s = perturbation(singlet, T, PAR)
e2_t, e4_t, reach_t = perturbation(triplet, T, PAR)
pairs = [determinant(site[i], site[i]) for i in range(3)]
amp_metal, amp_ligand = pairs[0] @ reach_s, pairs[1] @ reach_s
j4 = metal_term(T, PAR) + ligand_term(T, PAR)
assert np.isclose(e2_s, -2 * T**2 / DELTA) and np.isclose(e2_t, e2_s)
assert np.isclose(amp_metal, -2**0.5 * T**2 / DELTA)
assert np.isclose(pairs[2] @ reach_s, amp_metal)
assert np.isclose(amp_ligand, -2 * 2**0.5 * T**2 / DELTA)
assert max(abs(p @ reach_t) for p in pairs) < 1e-12
assert np.isclose(e4_t, 4 * T**4 / DELTA**3)
assert np.isclose(e4_s, 4 * T**4 / DELTA**3 - j4)

# Spin character of the four lowest levels and the closed triplet energy
energies, vectors = np.linalg.eigh(cut(hole_hamiltonian(T, PAR), TWO))
spins = [vectors[:, k] @ cut(spin_squared, TWO) @ vectors[:, k] for k in range(4)]
assert np.allclose(spins, [0, 2, 2, 2], atol=1e-9)
e_triplet = np.mean(energies[1:4])
assert np.isclose(e_triplet, (DELTA - np.sqrt(DELTA**2 + 8 * T**2)) / 2)
assert np.isclose(e_triplet, ferro(T, PAR))

# Mean-field determinant as a many-body state, and its leading orbitals
e_af, up, down = antiferro(T, PAR)
af_state = determinant(up, down)
assert np.isclose(af_state @ cut(hole_hamiltonian(T, PAR), TWO) @ af_state, e_af)
af_spin = af_state @ cut(spin_squared, TWO) @ af_state
_, small_up, _ = antiferro(0.03, PAR)
assert np.isclose(small_up[1] / small_up[0], -0.03 / DELTA, rtol=1e-2)
assert np.isclose(small_up[2] / small_up[0], 0.03**2 / (DELTA * U), rtol=1e-2)

# Free minimization over all determinants finds no lower solution
T_SCAN = [0.1, 0.25, 0.5, 0.75, 1.0, 1.25]
rng = np.random.default_rng(7)
for t in T_SCAN:
    def free_energy(x):
        a, b = x[:3], x[3:]
        return mean_field_energy(a / np.linalg.norm(a), b / np.linalg.norm(b), t, PAR)
    best = min(minimize(free_energy, rng.normal(size=6)).fun for _ in range(15))
    assert abs(best - antiferro(t, PAR)[0]) < 1e-7

# Ligand repulsion at which mean field turns ferromagnetic
upp_turn = 2 * DELTA * (1 + DELTA / U)
upp_found = brentq(lambda x: mean_field_gap(0.05, (DELTA, U, x)), 8.0, 16.0)
assert np.isclose(upp_found, upp_turn, rtol=1e-2)
STRONG = (DELTA, U, 20.0)
T_STRONG = 0.1
assert mean_field_gap(T_STRONG, STRONG) < 0 < exact_j(T_STRONG, STRONG)

# Numbers for the text
hartree = constants.physical_constants["Hartree energy in eV"][0]
j_exact = exact_j(T, PAR)
gap_mf = mean_field_gap(T, PAR)
print(f"Delta = {DELTA:.1f} eV, U = {U:.1f} eV")
print(f"Upp = {UPP:.1f} eV, t = {T:.2f} eV")
print(f"second-order energy, both spins: {e2_s:.6f} eV")
print(f"amplitude to metal pair: {amp_metal:.6f} eV")
print(f"amplitude to ligand pair: {amp_ligand:.6f} eV")
print(f"fourth-order energy, singlet: {1e3 * e4_s:.4f} meV")
print(f"fourth-order energy, triplet: {1e3 * e4_t:.4f} meV")
print(f"metal term of J: {1e3 * metal_term(T, PAR):.4f} meV")
print(f"ligand term of J: {1e3 * ligand_term(T, PAR):.4f} meV")
print(f"fourth-order J: {1e3 * j4:.4f} meV")
print(f"fourth-order J: {1e6 * j4 / hartree:.2f} microhartree")
print(f"exact singlet energy: {energies[0]:.7f} eV")
print(f"exact triplet energy: {e_triplet:.7f} eV")
print(f"exact J: {1e3 * j_exact:.4f} meV")
print(f"exact J: {1e6 * j_exact / hartree:.2f} microhartree")
print(f"fourth-order J / exact J: {j4 / j_exact:.4f}")
print(f"mean-field ferro energy: {ferro(T, PAR):.7f} eV")
print(f"mean-field antiferro energy: {e_af:.7f} eV")
print(f"mean-field E_FM - E_AF: {1e3 * gap_mf:.4f} meV")
print(f"twice that difference: {2e3 * gap_mf:.4f} meV")
print(f"its fourth-order value: {2e3 * mean_field_formula(T, PAR):.4f} meV")
print(f"twice difference / exact J: {2 * gap_mf / j_exact:.4f}")
print(f"up orbital, metal 1: {up[0]:.6f}")
print(f"up orbital, ligand: {up[1]:.6f}")
print(f"up orbital, metal 2: {up[2]:.6f}")
print(f"leading ligand amplitude: {-T / DELTA:.6f}")
print(f"leading metal 2 amplitude: {T**2 / (DELTA * U):.6f}")
print(f"<S^2> of antiferro determinant: {af_spin:.6f}")
print(f"ligand pair weight, exact singlet: {ligand_pair(T, PAR):.3e}")
print(f"half of that weight: {ligand_pair(T, PAR) / 2:.3e}")
print(f"ligand pair weight, mean field: {ligand_pair_mean_field(T, PAR):.3e}")
print("scan over t: J in meV")
print("t (eV)   exact      4th order  2(E_FM-E_AF)")
for t in T_SCAN:
    fourth = metal_term(t, PAR) + ligand_term(t, PAR)
    print(f"{t:4.2f}  {1e3 * exact_j(t, PAR):10.5f} {1e3 * fourth:10.5f}"
          f" {2e3 * mean_field_gap(t, PAR):10.5f}")
print(f"Upp at sign change, formula: {upp_turn:.3f} eV")
print(f"Upp at sign change, t = 0.05 eV: {upp_found:.3f} eV")
print(f"strong case: Upp = {STRONG[2]:.1f} eV, t = {T_STRONG:.2f} eV")
print(f"strong case, exact J: {1e6 * exact_j(T_STRONG, STRONG):.3f} microeV")
print(f"strong case, 2(E_FM-E_AF): {2e6 * mean_field_gap(T_STRONG, STRONG):.3f} microeV")
print("no test failed")
```

Running it gives:

```
Delta = 4.0 eV, U = 8.0 eV
Upp = 5.0 eV, t = 0.50 eV
second-order energy, both spins: -0.125000 eV
amplitude to metal pair: -0.088388 eV
amplitude to ligand pair: -0.176777 eV
fourth-order energy, singlet: -0.4507 meV
fourth-order energy, triplet: 3.9062 meV
metal term of J: 1.9531 meV
ligand term of J: 2.4038 meV
fourth-order J: 4.3570 meV
fourth-order J: 160.12 microhartree
exact singlet energy: -0.1253867 eV
exact triplet energy: -0.1213203 eV
exact J: 4.0664 meV
exact J: 149.44 microhartree
fourth-order J / exact J: 1.0715
mean-field ferro energy: -0.1213203 eV
mean-field antiferro energy: -0.1229437 eV
mean-field E_FM - E_AF: 1.6234 meV
twice that difference: 3.2467 meV
its fourth-order value: 3.4180 meV
twice difference / exact J: 0.7984
up orbital, metal 1: 0.992625
up orbital, ligand: -0.120987
up orbital, metal 2: 0.007616
leading ligand amplitude: -0.125000
leading metal 2 amplitude: 0.007812
<S^2> of antiferro determinant: 0.999114
ligand pair weight, exact singlet: 1.769e-04
half of that weight: 8.844e-05
ligand pair weight, mean field: 2.143e-04
scan over t: J in meV
t (eV)   exact      4th order  2(E_FM-E_AF)
0.10     0.00695    0.00697    0.00546
0.25     0.26754    0.27231    0.21085
0.50     4.06638    4.35697    3.24672
0.75    18.98631   22.05717   15.46401
1.00    54.02272   69.71154   45.15141
1.25   116.54536  170.19419  100.51296
Upp at sign change, formula: 12.000 eV
Upp at sign change, t = 0.05 eV: 12.010 eV
strong case: Upp = 20.0 eV, t = 0.10 eV
strong case, exact J: 4.895 microeV
strong case, 2(E_FM-E_AF): -6.142 microeV
no test failed
```
